# Two-Beam Thickness Fringes: Period, Excitation Error and Extinction Distance: verification in Python

```python
# Result under test: two-beam thickness fringes in a non-absorbing crystal foil,
#   I_g(t) = sin^2(pi*sigma*t)/(1+w^2),  sigma = sqrt(s^2 + 1/xi^2),  w = s*xi,
#   with period P = 1/sigma = xi/sqrt(1+w^2) in the thickness t.
# s: excitation error (1/nm), positive inside the Ewald sphere
# xi: extinction distance (nm); g: reciprocal-lattice vector (1/nm), in the foil plane
# K: wave number in the crystal (1/nm), plane waves exp(2 pi i K.r)
# U: scaled potential 2*gamma*m*e*V/h^2 (1/nm^2)
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

# ---------- model parameters and beam ----------
voltage, V_mean, V_g, g, thickness = 200e3, 15.0, 5.0, 5.0, 200.0
m, e, h, c = const.m_e, const.e, const.h, const.c
kinetic = e * voltage
gamma = 1 + kinetic / (m * c**2)
momentum = np.sqrt(kinetic**2 + 2 * kinetic * m * c**2) / c
speed = c * np.sqrt(1 - 1 / gamma**2)
k_vac = momentum / h * 1e-9
U_per_volt = 2 * gamma * m * e / h**2 * 1e-18
U_mean, U_g = U_per_volt * V_mean, U_per_volt * V_g
K = np.sqrt(k_vac**2 + U_mean)
xi = np.sqrt(K**2 - g**2 / 4) / U_g
xi_speed = h * speed / (2 * e * V_g) * 1e9
assert abs(xi_speed / xi - 1) < 1e-4   # differs by refraction and small angle


def period(s):
    return 1 / np.sqrt(s**2 + 1 / xi**2)


def intensity_g(s, t):
    sigma = np.sqrt(s**2 + 1 / xi**2)
    return (np.sin(np.pi * sigma * t) / (xi * sigma))**2


# ---------- direct integration of the Howie-Whelan equations ----------
def integrate_howie_whelan(s):
    def rhs(z, phi):
        phase = np.exp(2j * np.pi * s * z)
        return 1j * np.pi / xi * np.array([phi[1] * phase, phi[0] / phase])

    def slope_of_intensity(z, phi):
        return 2 * (np.conj(phi[1]) * rhs(z, phi)[1]).real
    slope_of_intensity.direction = 1   # rising slope: a minimum

    z_end = 3.3 * xi
    sol = solve_ivp(rhs, (0, z_end), np.array([1, 0], complex), method="DOP853",
                    rtol=1e-10, atol=1e-12, max_step=xi / 100,
                    dense_output=True, events=slope_of_intensity)
    minima = sol.t_events[0]
    minima = minima[minima > xi / 50]
    z = np.linspace(0, z_end, 4001)
    return z, sol.sol(z), minima


ratios = [0.0, 0.3, 1.0, 2.0, 3.0]
table = []
for w in ratios + [-1.0, 10.0]:
    s = w / xi
    z, phi, minima = integrate_howie_whelan(s)
    sigma = np.sqrt(s**2 + 1 / xi**2)
    arg = np.pi * sigma * z
    phi0 = np.exp(1j * np.pi * s * z) * (np.cos(arg) - 1j * s / sigma * np.sin(arg))
    phig = np.exp(-1j * np.pi * s * z) * 1j / (xi * sigma) * np.sin(arg)
    assert np.max(abs(phi[0] - phi0)) < 1e-7
    assert np.max(abs(phi[1] - phig)) < 1e-7
    assert np.max(abs(np.sum(abs(phi)**2, axis=0) - 1)) < 1e-7
    measured = (minima[2] - minima[0]) / 2
    peak = np.max(abs(phi[1])**2)
    assert abs(measured / period(s) - 1) < 1e-5
    assert abs(minima[0] / period(s) - 1) < 1e-5
    assert abs(peak - 1 / (1 + w**2)) < 1e-4
    if w in ratios:
        table.append((w, s, measured, peak))
    if w == -1.0:
        positive = [row[2] for row in table if row[0] == 1.0][0]
        assert abs(measured / positive - 1) < 1e-5
    if w == 10.0:
        kinematic_ratio = measured * s
        assert abs(kinematic_ratio - 1) < 1 / w**2


# ---------- full second-order wave equation for a slab in vacuum ----------
def slab(tilt, t):
    """Exact two-channel scattering with refraction and reflected waves."""
    kx = np.array([-g / 2 - K * tilt, g / 2 - K * tilt])
    Q = np.diag(np.sqrt(k_vac**2 - kx**2))
    kz_in = np.sqrt(K**2 - kx**2)
    s_exact = kz_in[1] - kz_in[0]
    values, C = np.linalg.eigh(np.diag(kz_in**2) + U_g * np.array([[0, 1], [1, 0]]))
    kappa = np.sqrt(values)
    E, kap = np.diag(np.exp(2j * np.pi * kappa * t)), np.diag(kappa)
    one, zero = np.eye(2), np.zeros((2, 2))
    # unknowns: forward and backward Bloch waves, reflected, transmitted
    A = np.block([[C, C @ E, -one, zero],
                  [C @ kap, -C @ kap @ E, Q, zero],
                  [C @ E, C, zero, -one],
                  [C @ kap @ E, -C @ kap, zero, -Q]])
    incident = np.array([1.0, 0.0])
    b = np.concatenate([incident, Q @ incident, np.zeros(4)])
    x = np.linalg.solve(A, b)
    flux = np.diag(Q) / Q[0, 0]
    reflected, transmitted = abs(x[4:6])**2 * flux, abs(x[6:8])**2 * flux
    return s_exact, 1 / (kappa[1] - kappa[0]), transmitted, reflected.sum()


slab_s, slab_P, slab_I = [], [], []
worst_difference, worst_reflection = 0.0, 0.0
for w in ratios:
    tilt = w / xi / g
    for t in (37.0, 90.0, 143.0, thickness):
        s_exact, P_slab, transmitted, reflected = slab(tilt, t)
        assert abs(transmitted.sum() + reflected - 1) < 1e-8
        difference = abs(transmitted[1] - intensity_g(s_exact, t))
        worst_difference = max(worst_difference, difference)
        worst_reflection = max(worst_reflection, reflected)
    assert abs(s_exact - g * tilt) <= 1e-3 * abs(g * tilt) + 1e-10
    assert abs(P_slab / period(s_exact) - 1) < 5e-4
    slab_s.append(s_exact)
    slab_P.append(P_slab)
    slab_I.append(transmitted[1])
assert worst_difference < 5e-4   # neglected terms are of order 1/(K*xi), s/K
assert worst_reflection < 1e-6

# recover the extinction distance from the slab periods
fit_slope, fit_intercept = np.polyfit(np.array(slab_s)**2, 1 / np.array(slab_P)**2, 1)
xi_recovered = 1 / np.sqrt(fit_intercept)
assert abs(fit_slope - 1) < 1e-3
assert abs(xi_recovered / xi - 1) < 1e-3

# ---------- further beams of the systematic row, Bragg condition ----------
order = np.arange(-3, 5)
detuning = g**2 / K
H = np.diag(-(order**2 - order) * detuning / 2)
H = H + (np.eye(8, k=1) + np.eye(8, k=-1)) / (2 * xi)
levels, vectors = np.linalg.eigh(H)
P_row = 1 / (levels[-1] - levels[-2])
row_shift = P_row / xi - 1
row_estimate = 1 / (2 * xi * detuning)**2
assert abs(row_shift / row_estimate - 1) < 0.05
depth = np.linspace(0, 3 * xi, 3001)
start = vectors[list(order).index(0)]
waves = vectors @ (start[:, None] * np.exp(2j * np.pi * np.outer(levels, depth)))
outside = (order != 0) & (order != 1)
outer_peak = np.max(np.sum(abs(waves[outside])**2, axis=0))

# ---------- worked example ----------
print(f"Accelerating voltage: {voltage/1e3:.0f} kV")
print(f"Potential coefficient V_g: {V_g:.1f} V; mean potential: {V_mean:.1f} V")
print(f"Reciprocal-lattice vector g: {g:.1f} 1/nm")
print(f"Lorentz factor gamma: {gamma:.5f}")
print(f"Electron speed / speed of light: {speed/c:.5f}")
print(f"Vacuum wavelength: {1e3/k_vac:.4f} pm")
print(f"Wave number K in crystal: {K:.3f} 1/nm")
print(f"Scaled potential U_g: {U_g:.4f} 1/nm^2")
print(f"Extinction distance xi = k_z/U_g: {xi:.3f} nm")
print(f"Extinction distance from h v/(2 e V_g): {xi_speed:.3f} nm")
print(f"Extinction distance: {xi*1e-9/const.value('Bohr radius'):.1f} bohr")
print("Integrated Howie-Whelan equations, by w = s*xi:")
for w, s, P, peak in table:
    print(f"w={w:.1f}: s={s:.5f} 1/nm, tilt={1e3*s/g:.3f} mrad, "
          f"period={P:.3f} nm, peak I_g={peak:.4f}")
print(f"Period times s at w=10: {kinematic_ratio:.5f} (no unit)")
print(f"Foil thickness: {thickness:.0f} nm")
for w, s_exact, I_slab in zip(ratios, slab_s, slab_I):
    print(f"w={w:.1f}: foil I_g formula={intensity_g(s_exact, thickness):.5f}, "
          f"full slab={I_slab:.5f} (no unit)")
print(f"Largest intensity difference, formula vs slab: {worst_difference:.1e}")
print(f"Largest reflected fraction in slab: {worst_reflection:.1e}")
print(f"Slope of 1/P^2 against s^2, slab periods: {fit_slope:.5f}")
print(f"Extinction distance recovered from slab periods: {xi_recovered:.3f} nm")
tan_wedge = 0.5
print(f"Wedge tangent: {tan_wedge:.1f} (no unit)")
for row in (table[0], table[2]):
    print(f"w={row[0]:.1f}: lateral fringe spacing={row[2]/tan_wedge:.2f} nm")
true_third = 3 * table[1][2]
assumed_third = 3 * table[0][2]
print(f"Third dark fringe at w=0.3, true thickness: {true_third:.2f} nm")
print(f"Same fringe read as if s=0: {assumed_third:.2f} nm")
print(f"Thickness error of that reading: {100*(assumed_third/true_third-1):.2f} %")
print(f"Detuning D of next row beams: {detuning:.5f} 1/nm")
print(f"Eight-beam period at Bragg condition: {P_row:.3f} nm")
print(f"Eight-beam lengthening of period: {100*row_shift:.3f} %")
print(f"Leading-order estimate of lengthening: {100*row_estimate:.3f} %")
print(f"Peak total intensity in the other six beams: {outer_peak:.4f}")
print("PASS")
```

Running it gives:

```
Accelerating voltage: 200 kV
Potential coefficient V_g: 5.0 V; mean potential: 15.0 V
Reciprocal-lattice vector g: 5.0 1/nm
Lorentz factor gamma: 1.39139
Electron speed / speed of light: 0.69531
Vacuum wavelength: 2.5079 pm
Wave number K in crystal: 398.752 1/nm
Scaled potential U_g: 4.6253 1/nm^2
Extinction distance xi = k_z/U_g: 86.210 nm
Extinction distance from h v/(2 e V_g): 86.208 nm
Extinction distance: 1629.1 bohr
Integrated Howie-Whelan equations, by w = s*xi:
w=0.0: s=0.00000 1/nm, tilt=0.000 mrad, period=86.210 nm, peak I_g=1.0000
w=0.3: s=0.00348 1/nm, tilt=0.696 mrad, period=82.574 nm, peak I_g=0.9174
w=1.0: s=0.01160 1/nm, tilt=2.320 mrad, period=60.960 nm, peak I_g=0.5000
w=2.0: s=0.02320 1/nm, tilt=4.640 mrad, period=38.554 nm, peak I_g=0.2000
w=3.0: s=0.03480 1/nm, tilt=6.960 mrad, period=27.262 nm, peak I_g=0.1000
Period times s at w=10: 0.99504 (no unit)
Foil thickness: 200 nm
w=0.0: foil I_g formula=0.71265, full slab=0.71265 (no unit)
w=0.3: foil I_g formula=0.86352, full slab=0.86352 (no unit)
w=1.0: foil I_g formula=0.29821, full slab=0.29822 (no unit)
w=2.0: foil I_g formula=0.06179, full slab=0.06180 (no unit)
w=3.0: foil I_g formula=0.07585, full slab=0.07586 (no unit)
Largest intensity difference, formula vs slab: 8.1e-06
Largest reflected fraction in slab: 2.0e-09
Slope of 1/P^2 against s^2, slab periods: 1.00001
Extinction distance recovered from slab periods: 86.210 nm
Wedge tangent: 0.5 (no unit)
w=0.0: lateral fringe spacing=172.42 nm
w=1.0: lateral fringe spacing=121.92 nm
Third dark fringe at w=0.3, true thickness: 247.72 nm
Same fringe read as if s=0: 258.63 nm
Thickness error of that reading: 4.40 %
Detuning D of next row beams: 0.06270 1/nm
Eight-beam period at Bragg condition: 86.946 nm
Eight-beam lengthening of period: 0.854 %
Leading-order estimate of lengthening: 0.856 %
Peak total intensity in the other six beams: 0.0338
PASS
```
